Steady-state density functional theory and the exchange-correlation bias of a junction, part 2

An interacting junction at bias V and a non-interacting Kohn-Sham (KS) junction at bias V_s share the electron density n and the current I. Sought are the exchange-correlation bias V_xc = V_s − V and the conductance. Atomic units are used, with Boltzmann's constant absorbed in T; numbers are in eV, currents times e/ħ, conductances in e²/ħ.

A spin-degenerate level v with repulsion U couples through γ_L and γ_R (γ = γ_L + γ_R ≪ T, tunnelling amplitudes t_L, t_R) to leads with μ_L = +V/2, μ_R = −V/2; I runs from left to right. The KS level v_s has μ_α^s = ±V_s/2, and v_Hxc = v_s − v. With f(x) = 1/(e^{x/T} + 1), a_L = n/2 + I/(2γ_L) and a_R = n/2 − I/(2γ_R),

f(v_s − μ_α^s) = a_α. (1)

(2 − n) f(v − μ_α) + n f(v + U − μ_α) = 2a_α, (2)

With E_α = μ_α − v, E_α^s = T ln[a_α/(1 − a_α)] and W_α = E_α − E_α^s,

v_Hxc = (W_L + W_R)/2, V_xc = W_R − W_L. (4)

F₁ and F₂ are the means of f₁ = f(v − μ_α) and f₂ = f(v + U − μ_α) with weights γ_α/γ, and n = 2F₁/(1 + F₁ − F₂). A KS level of finite width (Section 5) has a_α = ∫dω [(γ/2π)/((ω − v_s)² + γ²/4)] f(ω − μ_α^s).

Theorem 1 assumes time-reversal symmetry, equal lead temperatures T > 0, finite total coupling, unique smooth steady states, positive zero-bias conductances G and G_s, and a KS junction with the same equilibrium density. It gives, (c) at I = 0 and fixed n,

G = G_s / (1 − G_s ∂V_xc/∂I).

(d) Let M_s be the matrix of derivatives of (n, I) with respect to (v_s, V_s), M that with respect to (v, V), and K that of (v_Hxc, V_xc) with respect to (n, I). Wherever M and M_s are invertible, also at finite bias,

M = (1 − M_s K)⁻¹ M_s.

The example has U = 0.300 eV, T = 0.025 eV and γ_L = γ_R = 0.00005 eV.

9. Bounds, sign and steps

Proposition 3. 0 < W_α < U, and W_α grows with a_α at fixed n. Hence 0 < v_Hxc < U and |V_xc| < U, and V_xc has the sign opposite to I.

Proof. Half of equation (2) reads

a = (1 − n/2) f(−E) + (n/2) f(U − E). (5)

So a = f(−E^s) lies between f(U − E) and f(−E). As f decreases, −E < −E^s < U − E, which is 0 < E − E^s < U.

For the slope let g = −f′ = f(1 − f)/T, an even function. Differentiating (5) at fixed n,

da/dE = (1 − n/2) g(E) + (n/2) g(U − E).

This is a weighted mean of z(1 − z)/T over the two values z = f(−E) and z = f(U − E), whose mean is a. Since z(1 − z) is concave and the values differ, da/dE < a(1 − a)/T = da/dE^s. Therefore dW/da = dE/da − dE^s/da > 0. For I > 0 one has a_L > a_R, hence W_L > W_R and V_xc < 0. For I < 0 the signs are reversed. ∎

In this model, then, the KS junction needs less bias than the interacting one to carry the same current at the same density, and G < G_s at every gate.

For T ≪ U the functional becomes a set of steps. If 2a < 2 − n, the first term of (5) can supply the filling alone, f(−E) = 2a/(2 − n), and the second is exponentially small away from the step. Then E = T ln[2a/(2 − n − 2a)], and subtracting E^s gives

W = T ln[2(1 − a)/(2 − n − 2a)].

If 2a > 2 − n, the first term is saturated and f(U − E) = (2a − 2 + n)/n. Then E = U + T ln[(2a − 2 + n)/(2 − 2a)], and

W = U + T ln[(2a − 2 + n)/(2a)].

Apart from these terms of order T, W jumps from 0 to U where 2a = 2 − n. For the two leads this means

n + I/(2γ_L) = 1 and n − I/(2γ_R) = 1.

Each lead adds U/2 to v_Hxc above its line. For V_xc the right lead adds U and the left lead −U. The lines cross at n = 1 and I = 0. There, at fixed n = 1, V_xc falls from +U to −U as I passes through zero from below. This discontinuity, rounded by temperature, is how the KS description represents the Coulomb blockade at small bias.

10. The slope and the conductance

At I = 0 both leads have E = −v and a = n/2. Since ∂a_L/∂I = 1/(2γ_L) and ∂a_R/∂I = −1/(2γ_R), equation (4) gives

∂V_xc/∂I = −[1/(2γ_L) + 1/(2γ_R)] dW/da
= [1/(2γ_L) + 1/(2γ_R)] {T/[a(1 − a)] − 2/[(2 − n)g(v) + n g(v + U)]}. (6)

For the KS level, I = (2γ_L γ_R/γ)[f(v_s − V_s/2) − f(v_s + V_s/2)], so

G_s = (2γ_L γ_R/γ) g(v_s) = (2γ_L γ_R/γ) a(1 − a)/T.

Because γ/(2γ_L γ_R) = 1/(2γ_L) + 1/(2γ_R), the first term of (6) is 1/G_s. It cancels in 1/G = 1/G_s − ∂V_xc/∂I, which leaves

G = (γ_L γ_R/γ)[(2 − n) g(v) + n g(v + U)].

The rate equations give the same without any KS system. Subtracting (2) for the right lead from that for the left gives (2 − n)Δ₁ + nΔ₂ = Iγ/(γ_L γ_R), where Δ₁ and Δ₂ are the left-right differences of f₁ and f₂. For small V they are g(v)V and g(v + U)V.

Corollary. For γ_L = γ_R and v = −U/2,

∂V_xc/∂I = −(8T/γ) sinh²(U/4T), G/G_s = 1/cosh²(U/4T).

Proof. Here F₂ = 1 − F₁, so n = 2F₁/(2F₁) = 1 and a = 1/2. The first term in the braces of (6) is 4T. The second is 1/g(U/2) = 4T cosh²(U/4T). The prefactor is 2/γ, which gives the slope. With G_s = γ/(8T), the denominator of the conductance formula is 1 + sinh²(U/4T) = cosh²(U/4T). ∎

For T ≫ U the ratio tends to one, since thermal smearing hides the repulsion. For T ≪ U it tends to 4e^{−U/2T}, the thermal activation needed to add or remove an electron in the middle of the valley.

11. A gate scan

Take the round model parameters U = 0.300 eV, T = 0.025 eV and γ_L = γ_R = 0.00005 eV. Then γ/T = 0.0040 and U/T = 12.0. Conductances are in e²/ħ and slopes in ħ/e².

At v = 0 the empty level is at resonance. There F₁ = 1/2 and F₂ is negligible, so n = 1/1.5 = 0.667. The KS conductance is 4.444×10⁻⁴ and the slope is −750. The formula gives

G = 4.444×10⁻⁴/(1 + 4.444×10⁻⁴ × 750) = 4.444×10⁻⁴/1.333 = 3.333×10⁻⁴,

which agrees with the derivative of the rate-equation current.

At v = −0.150 eV, the valley centre, G_s = 5.000×10⁻⁴ and the slope is −2.007×10⁵. Then

G = 5.000×10⁻⁴/(1 + 100.4) = 4.93×10⁻⁶.

The KS conductance 1.217×10⁻⁷ S thus becomes 1.201×10⁻⁹ S, smaller by the factor 0.00987 = 1/cosh² 3.

Between v = 0 and v = −0.150 eV the KS conductance rises from 4.444×10⁻⁴ to 5.000×10⁻⁴, while G falls by a factor of 68. The reason is in (1). A density close to one electron requires f(v_s) close to 1/2, so v_s stays near the chemical potential. At v = −0.100 eV, for example, v_s is 0.00045 eV. The KS level is then on resonance where the interacting level is blocked. Even with the density of the model reproduced, G_s alone misses the valley, and the slope of V_xc supplies it.

The KS formula (1) neglects the level width. At one finite-bias point the Lorentzian average of Section 5 changed n and I/γ by at most 2.5×10⁻⁴. With couplings ten times smaller the change was 2.5×10⁻⁵, as expected of an error linear in γ/T.

12. Finite bias at the symmetric gate

Let γ_L = γ_R and v = −U/2. The Fermi function obeys f(−x) = 1 − f(x), which gives F₂ = 1 − F₁ and n = 1 at every bias. Equation (2) for the left lead is

1 + 2I/γ = f(−U/2 − V/2) + f(U/2 − V/2).

With f(x) = 1/2 − (1/2)tanh(x/2T),

2I/γ = (1/2){tanh[(U + V)/4T] − tanh[(U − V)/4T]}.

Now use tanh A − tanh B = sinh(A − B)/(cosh A cosh B) and 2 cosh A cosh B = cosh(A + B) + cosh(A − B):

2I/γ = sinh(V/2T)/[cosh(V/2T) + cosh(U/2T)]. (7)

For the KS level a_L + a_R = 1 requires v_s = 0, and then 2I/γ = tanh(V_s/4T).

At V = 0.30 eV, which equals U, the current is 2.500×10⁻⁵ eV, so 2I/γ = 0.500. Then V_s = 4T artanh(0.500) = 0.100 eV × 0.549 = 0.055 eV, and V_xc = −0.245 eV. At V = 0.10 eV, inside the blockade, V_s is 0.0018 eV and V_xc = −0.098 eV. Nearly the whole applied bias is cancelled, and the KS junction carries a small current because it feels a small bias.

Within the rate-equation model, where both levels have zero width, V_xc saturates at large bias. For V ≫ T and V ≫ U equation (7) gives 1 − 2I/γ ≈ 2 cosh(U/2T) e^{−V/2T}, while the KS relation gives 1 − 2I/γ ≈ 2e^{−V_s/2T}. Equating the two,

V_xc → −2T ln cosh(U/2T) ≈ −U + 2T ln 2,

where the last form needs U ≫ T. Its value is −0.300 eV + 0.035 eV = −0.265 eV, and the computed V_xc at V = 0.60 eV is −0.265 eV. This plateau rests on equating two exponentially small deficits, so it holds only while they exceed the Lorentzian tail of a level of finite width. For the KS level that tail gives 1 − 2I/γ ≈ 2γ/(πV_s). The condition is e^{−V_s/2T} ≫ γ/(πV_s), and with these parameters it fails near V ≈ 0.75 eV. At larger bias the tails of both levels fix the deficit, and V_xc returns towards zero, with a size of order U²/V.

13. Where the scalar formula fails

At finite bias the current change of the KS junction has two sources:

dI = (∂I_s/∂V_s)[dV + (∂V_xc/∂I)dI + (∂V_xc/∂n)·dn] + (∂I_s/∂v_s)·dv_s,

where I_s(v_s, V_s) is the KS current. The scalar formula drops the terms with dn and dv_s. At the symmetric gate with equal couplings n = 1 and v_s = 0 at every bias, so both terms vanish and the scalar formula holds at finite bias too. At V = 0.200 eV the direct derivative, the matrix formula of Theorem 1(d) and the scalar formula all give 1.050×10⁻⁴.

At v = −0.050 eV and V = 0.150 eV the symmetry is absent. The direct derivative and the matrix formula both give 1.507×10⁻⁴, whereas the scalar formula gives 1.714×10⁻⁵, almost nine times too small. A slope of V_xc with respect to the current is then not enough, and the density response must be carried along.

14. What the functional contains and what it lacks

The proof of the zero-bias theorem does not use narrow levels. To check the algebra with a broad KS level, the rate-equation map was taken as a given reference for γ_L = 0.010 eV, γ_R = 0.015 eV and v = −0.03 eV, with U and T as before. Since γ now equals T, this map is no longer a good description of a real level, but it still defines n and I as functions of v and V. The KS level was given its full Lorentzian width, and its potentials were found by numerical inversion. With G_s = 0.09174 the formula gave G = 0.04829, equal to the direct derivative in all printed digits, although the couplings are unequal and the KS system is a different one. This agreement confirms the algebra and the numerical inversion. It says nothing about how well the reference describes a broad interacting level, because the formula holds for any two smooth maps with smooth inverses that share the density and carry no current at zero bias.

The functional (4) itself inherits the limits of the rate equations. They omit level broadening, processes in which two hops occur together (cotunnelling), and the correlations between the spin on the level and the leads that produce the Kondo effect. The size of cotunnelling at the valley centre follows from its amplitude. An electron crosses through an intermediate state that lies U/2 higher, which gives t_L t_R/(U/2). The golden rule squares this, and the conductance is of the order

γ_L γ_R/(U/2)² = (γ/U)² for γ_L = γ_R = γ/2,

up to a numerical factor, made up of 1/(2π) from the golden rule and of the sums over spin and over the two possible orders of hopping. In the example this is 1.11×10⁻⁷, about 2 per cent of the sequential value 4.93×10⁻⁶. For electrons at the Fermi level the two spin-conserving channels contribute one squared amplitude each and the spin flip, whose two orders of hopping add, contributes four, so the factor is 6/(2π) ≈ 0.95. Thermal averaging at U/T = 12 raises the share to nearly 3 per cent. The sequential conductance at the valley centre is (γ/8T)/cosh²(U/4T), or about (γ/2T)e^{−U/2T} for T ≪ U. It dominates as long as

2Tγ/U² ≪ e^{−U/2T}.

At fixed γ this condition fails on cooling. The sharp steps of Section 9 therefore belong to weak coupling taken first and low temperature second. In the other order, the slope of V_xc at n = 1 has to be found from a theory that includes the omitted processes. Theorem 1 still applies there under its assumptions, with a different V_xc.

The gate scan, the bias scan and the finite-bias comparisons are given in full in the numerical output below.

Values computed for the example and the checks

```
U = 0.300 eV, T = 0.025 eV
gamma_L = 0.00005 eV, gamma_R = 0.00005 eV
gamma/T = 0.0040, U/T = 12.0
largest error of recovered v, V: 2.8e-11 eV
finite-width error of KS n or I/gamma: 2.5e-04
same, couplings ten times smaller: 2.5e-05
Zero-bias gate scan; G, Gs in e^2/hbar, slope in hbar/e^2
v (eV)   n       vs (eV)   Gs         dVxc/dI     G formula  G direct
 0.050  0.2130   0.05317  1.903e-04  -7.573e+01  1.876e-04  1.876e-04
 0.000  0.6667   0.01733  4.444e-04  -7.500e+02  3.333e-04  3.333e-04
-0.050  0.9366   0.00317  4.980e-04  -6.945e+03  1.117e-04  1.117e-04
-0.100  0.9911   0.00045  5.000e-04  -5.309e+04  1.815e-05  1.815e-05
-0.150  1.0000  -0.00000  5.000e-04  -2.007e+05  4.933e-06  4.933e-06
valley centre: G/Gs = 0.00987
valley centre: Gs = 1.217e-07 S
valley centre: G = 1.201e-09 S
cotunnelling scale (gamma/U)^2 = 1.11e-07 e^2/hbar
Bias scan at v = -U/2; I in eV (times e/hbar)
V (eV)  n       I          Vs (eV)   Vxc (eV)
0.10    1.0000  8.825e-07  0.00177   -0.09823
0.20    1.0000  5.958e-06  0.01197   -0.18803
0.30    1.0000  2.500e-05  0.05493   -0.24507
0.40    1.0000  4.404e-05  0.13793   -0.26207
0.60    1.0000  4.988e-05  0.33472   -0.26528
Differential conductance at finite bias (e^2/hbar)
v = -0.150 eV, V = 0.200 eV: direct 1.050e-04
  matrix formula 1.050e-04, scalar formula 1.050e-04
v = -0.050 eV, V = 0.150 eV: direct 1.507e-04
  matrix formula 1.507e-04, scalar formula 1.714e-05
Broad KS level, unequal couplings, zero bias (e^2/hbar)
gamma_L = 0.010 eV, gamma_R = 0.015 eV, v = -0.03 eV
Gs = 0.09174, formula G = 0.04829
direct G = 0.04829
```
